Nearest-Neighbour d-d Integrals in fcc and Their Two-Centre Constraints

**Problem**

An fcc crystal with cubic constant a has one d shell per site. Each site has full cubic symmetry, including inversion; there is no magnetism and no spin-orbit coupling, so H is real in a real basis. The orbitals are a common radial factor f(r) times

xy, yz, zx, (x²−y²)/2, (3z²−r²)/(2√3).

These prefactors give all five the same norm. The kets |xy>, |x²−y²>, |3z²−r²> and so on denote the normalised orbitals. For the bond R = (1,1,0)a/2, define

E(i,j) = ∫ φ_i(r) H φ_j(r−R) d³r.

(a) How many independent numbers does symmetry leave in the 5×5 matrix E?

(b) The two-centre approximation keeps the kinetic energy and the spherical potentials of the two bond atoms alone. How many numbers remain, and which linear relations does this form impose on those of part (a)?

(c) What does the failure of each relation mean physically? Evaluate the relations for a model crystal with nearest-neighbour distance 5 bohr, radial factor proportional to exp(−αr²) with α = 0.5 bohr⁻², and on every site an attractive well −V₀ exp(−βr²), with V₀ = 5 hartree and β = 0.3 bohr⁻².

**Hints**

1. Find the cubic operations that leave R unchanged. Classify the orbitals by their parities under the mirrors among them.

2. One more relation comes from reversing the bond. Combine inversion, a lattice translation and hermiticity.

3. For (b), use axes tied to the bond: u along it, v and z across it. Write the matrix of part (a) in these axes before imposing anything further.

4. The two-centre Hamiltonian is unchanged by any rotation about the bond. Rotations by 90° and 45° already give all the conditions.

**Solution**

*(a) The general count.* A cubic operation permutes the coordinates and changes signs. Those that keep (1,1,0) fixed are the identity, the mirror z→−z, the mirror x↔y, and their product. Under the two mirrors, in that order, the parities are

xy: (+,+)
3z²−r²: (+,+)
x²−y²: (+,−)
s = (yz+zx)/√2: (−,+)
w = (yz−zx)/√2: (−,−).

Each mirror maps both sites to themselves and leaves H unchanged, so E(i,j) = p_i p_j E(i,j), where p is the parity. An element between orbitals of different parity therefore vanishes. What survives is a 2×2 block for xy and 3z²−r², with four numbers, and three single diagonal elements: seven numbers in all.

The conditions E(s,w) = 0 and E(w,s) = 0 read, after multiplication by 2,

E(yz,yz) − E(yz,zx) + E(zx,yz) − E(zx,zx) = 0
E(yz,yz) + E(yz,zx) − E(zx,yz) − E(zx,zx) = 0.

Their sum gives E(yz,yz) = E(zx,zx), and their difference gives E(yz,zx) = E(zx,yz).

Now reverse the bond. Substituting r→−r and using the even parity of d orbitals turns φ_j(r−R) into φ_j(r+R) and leaves φ_i(r) alone. A translation by R then gives

E(i,j) = ∫ φ_i(r−R) H φ_j(r) d³r = E(j,i),

where the last equality holds because H is Hermitian and real. The two off-diagonal elements of the 2×2 block are thus equal, and **six** numbers remain:

t1 = E(xy,xy)
t2 = E(yz,yz) = E(zx,zx)
t3 = E(yz,zx)
t4 = E(x²−y²,x²−y²)
t5 = E(3z²−r²,3z²−r²)
t6 = E(xy,3z²−r²).

Cubic operations that move the bond elsewhere only relate E to the matrices of other bonds, so they add no condition. A numerical test confirms that the symmetry of the bond leaves no hidden relation among the six: the kinetic matrix and the potential matrices from separate groups of wells, each scaled to unit norm, span six dimensions. With the wells within 10 bohr of the bond midpoint, grouped by the symmetry of the bond, the sixth singular value is 0.027 of the first and the seventh vanishes to rounding. The ratio depends on that radius (0.003 at 8 bohr, 0.13 at 14 bohr); only the rank is significant.

*(b) Bond axes.* Let u = (x+y)/√2 and v = (y−x)/√2. Then

uv = (y²−x²)/2, so |uv> = −|x²−y²>
uz = (zx+yz)/√2, so |uz> = |s>
vz = (yz−zx)/√2, so |vz> = |w>.

For the other two, use u² = (x²+y²)/2 + xy, v² = (x²+y²)/2 − xy and x²+y² = r²−z²:

3u²−r² = (3/2)(r²−z²) + 3xy − r² = −(3z²−r²)/2 + 3xy
(v²−z²)/2 = (r²−z²)/4 − xy/2 − z²/2 = −(3z²−r²)/4 − xy/2.

Dividing the first line by 2√3, and writing 3z²−r² as 2√3 times its normalised form in both, gives

|σ> = −½|3z²−r²> + (√3/2)|xy>
|v²−z²> = −(√3/2)|3z²−r²> − ½|xy>.

This 2×2 transformation is orthogonal, so its transpose inverts it:

|xy> = (√3/2)|σ> − ½|v²−z²>
|3z²−r²> = −½|σ> − (√3/2)|v²−z²>.

In bond axes the six numbers are S = E(σ,σ), P₁ = E(uv,uv), P₂ = E(uz,uz), D₁ = E(v²−z²,v²−z²), D₂ = E(vz,vz) and the mixing M = E(σ,v²−z²). Inserting the expansions, with E(s,s) = t2+t3 and E(w,w) = t2−t3, gives

t1 = (3/4)S + (1/4)D₁ − (√3/2)M
t5 = (1/4)S + (3/4)D₁ + (√3/2)M
t6 = −(√3/4)(S−D₁) − ½M
t4 = P₁, t2+t3 = P₂, t2−t3 = D₂.

In t6 the coefficient of M is (√3/2)(−√3/2) + (−½)(−½) = −½.

So far only the symmetry of part (a) has been used. Now impose invariance under rotations about the bond. A rotation by 90° takes v→z and z→−v. It turns uv into uz, so P₁ = P₂. It also reverses the sign of v²−z² and leaves σ alone, so M = −M = 0. A rotation by 45° takes v→(v+z)/√2 and z→(z−v)/√2, which turns (v²−z²)/2 into vz, so D₁ = D₂. The matrix is then diagonal, with one σ, two equal π and two equal δ elements. Such a matrix is unchanged by every rotation about the bond, so no further condition follows. **Three** numbers remain:

t1 = (3σ+δ)/4, t2 = (π+δ)/2, t3 = (π−δ)/2
t4 = π, t5 = (σ+3δ)/4, t6 = −(√3/4)(σ−δ).

To express the conditions in cubic orbitals, form three defects:

c1 = t4 − t2 − t3
c2 = 3t5 − t1 − 2(t2−t3)
c3 = t6 + (√3/2)(t1−t5).

The general expressions above give c1 = P₁ − P₂ at once. For the second, S cancels in 3t5 − t1, D₁ has the coefficient 9/4 − 1/4 = 2, and M has 3√3/2 + √3/2 = 2√3. For the third, t1 − t5 = ½(S−D₁) − √3M, so the terms in S−D₁ cancel and M has the coefficient −½ − 3/2. Hence

c1 = P₁ − P₂
c2 = 2(D₁ − D₂ + √3M)
c3 = −2M.

All three vanish if and only if P₁ = P₂, M = 0 and D₁ = D₂. The required constraints are therefore

**t4 = t2 + t3**
**3t5 − t1 = 2(t2 − t3)**
**t6 = −(√3/2)(t1 − t5).**

They are independent, since they reduce six numbers to three. When they hold, the two-centre parameters follow from σ = (3t1−t5)/2, π = t4 and δ = t2−t3.

The common radial factor matters here. If xy and 3z²−r² had different radial factors, |σ> would not be a d orbital turned towards the bond, and the constraints would not follow. The count of six does not need this assumption.

*(c) Meaning and numbers.* The first defect measures the splitting of the π pair, and the third measures σ-δ mixing. The second combines the splitting of the δ pair with that mixing, so it measures the δ splitting alone only when c3 = 0.

With wells on the two bond atoms only, the model gives σ = −0.1204, π = 0.0447 and δ = −0.0045 hartree, and the defects vanish to rounding. With wells on all sites, in hartree,

t1 = −0.100798, t2 = 0.023890, t3 = 0.029461
t4 = 0.051214, t5 = −0.036565, t6 = 0.054602.

Therefore

c1 = 0.051214 − 0.023890 − 0.029461 = −0.00214
c2 = −0.109695 + 0.100798 + 0.011142 = 0.00224
c3 = 0.054602 − 0.866025 × 0.064233 = −0.00103.

The first defect is about 4 percent of t4. In c2 the δ splitting D₁−D₂ is 0.00023 hartree, while √3M is 0.00089 hartree, so the mixing dominates.

The four atoms that are neighbours of both bond atoms give, on their own, (c1, c2, c3) = (−0.0027, 0.0028, −0.0013) hartree. The defects are linear in H, and the kinetic energy and the bond atoms contribute nothing to them. The remaining atoms therefore cancel about a fifth of this.

The sign of c1 can be derived. The common neighbours lie in the plane that bisects the bond, with z₀² = 12.5 and v₀² = 6.25 bohr². Let d be the bond length and p = 2α+β = 1.3 bohr⁻². The orbital Gaussians and one well multiply to a single Gaussian of exponent p, centred at u = d/2, v = βv₀/p, z = βz₀/p. Averages over it give

<z²> − <v²> = (β/p)²(z₀²−v₀²) > 0
<u(u−d)> = 1/(2p) − d²/4 < 0.

The uz and uv integrands contain u(u−d)z² and u(u−d)v². With the negative sign of the well, both contributions are positive and the uz one is larger. Hence P₂ > P₁ and c1 < 0 from these atoms.

The non-axial part is only 1.1 percent of the norm of the full matrix, yet the σ element moves from −0.1204 to −0.1320 hartree, by about 10 percent. Most of the effect of the third atoms on this bond is thus axial, and a fit of σ, π and δ would absorb it. Small defects do not show that three-centre integrals are small. The orbitals are not orthogonal, so these percentages depend on the energy zero, and much of the axial change resembles a uniform lowering of the potential: removing the best-fitting multiple of the overlap matrix, −0.20 hartree times it, reduces the norm of the change from 0.016 to 0.005 hartree.

**Variation 1: third atoms on the bond line**

*Do wells at −R and 2R, the nearest outer sites on the bond line, violate the constraints?*

No. Their potential depends only on u and v²+z², so it is unchanged by rotations about the bond, and the argument of part (b) applies. In the model their contribution has norm 3.1×10⁻⁷ hartree, and its defects vanish to rounding. These are genuine three-centre integrals, but the constraints cannot detect them. The constraints test whether the 5×5 matrix E is axially symmetric about the bond. The two-centre approximation implies this symmetry of E, but the symmetry does not imply the approximation.

**Variation 2: orthogonalised orbitals**

*Let both H and the overlap matrix have two-centre form and reach nearest neighbours only. Do the constraints survive symmetric orthogonalisation?*

Write the overlap as 1+s and the Hamiltonian as e₀+h, where e₀ is the on-site energy, taken equal for all five orbitals. The new Hamiltonian is (1+s)^(−1/2)(e₀+h)(1+s)^(−1/2). With (1+s)^(−1/2) ≈ 1 − s/2 in the h term and (1+s)⁻¹ ≈ 1 − s + s² in the e₀ term, it becomes, to second order in s and h together,

e₀ + h − e₀s − ½(sh+hs) + e₀s².

On the bond R, the first-order terms h − e₀s are axial and satisfy the constraints. The products run over two-step paths 0→T→R. Since both steps must join nearest neighbours, T is one of the four common neighbours, which lie off the bond line. Axial symmetry is then no longer guaranteed. The cubic symmetry and the bond reversal are kept, so the count of six stands.

For the model, with e₀ = −0.246 hartree from the kinetic energy and the atom's own well, full orthogonalisation on a mesh of 10 k points per axis gives

c1 = 0.0005, c2 = 0.0048, c3 = 0.0018 hartree.

Here c2 and c3 are larger in magnitude than in the full crystal of part (c), although no three-centre potential integral was included. The second-order expression alone gives 0.0010, 0.0046 and 0.0027 hartree, so it fixes the signs and rough sizes, while higher orders still matter. The smallest overlap eigenvalue on the mesh is 0.79, so the orthogonalisation is well conditioned. Violated constraints in an orthogonal basis therefore do not by themselves reveal three-centre potentials; they can come from the tails that orthogonalisation puts on neighbouring atoms. The numbers depend on the on-site term. If the wells of the other atoms are kept in it, the level splits into t2g at −0.569 and eg at −0.532 hartree. The first-order term, h − ½(se+es) with e the split on-site matrix, is then no longer axial, and the defects become 0.0012, 0.0016 and 0.0026 hartree, with c2 now smaller than in part (c).

Values computed for the example and the checks

```
nearest-neighbour distance: 5.0 bohr
orbital exponent: 0.5 bohr^-2; well exponent: 0.3 bohr^-2
well depth: 5.0 hartree
operations fixing the bond vector: 4
free numbers, these operations only: 7
free numbers, with bond reversal and hermiticity: 6
free numbers, with axial symmetry: 3
rank of the three constraints: 3
sixth/first singular value of actual integrals: 2.66e-02
two-centre sigma, pi, delta (hartree): -0.120382 0.044664 -0.004476
integral: two-centre, full crystal (hartree)
  t1 xy,xy: -0.091406 -0.100798
  t2 yz,yz: 0.020094 0.023890
  t3 yz,zx: 0.024570 0.029461
  t4 x2-y2,x2-y2: 0.044664 0.051214
  t5 3z2-r2,3z2-r2: -0.033453 -0.036565
  t6 xy,3z2-r2: 0.050189 0.054602
largest two-centre defect: 6.9e-17 hartree
c1, c2, c3, full crystal (hartree): -0.002137 0.002244 -0.001025
c1, c2, c3, four common neighbours (hartree): -0.002687 0.002815 -0.001317
c1, c2, c3, orthogonalised two-centre model (hartree): 0.000494 0.004760 0.001782
full crystal sigma: -0.132027 hartree
full crystal pi(uv), pi(uz): 0.051214 0.053351 hartree
full crystal delta(v2-z2), delta(vz): -0.005337 -0.005571 hartree
full crystal sigma-delta mixing M: 0.000513 hartree
non-axial share of matrix norm: 1.11 percent
collinear atoms, norm of contribution: 3.06e-07 hartree
collinear atoms, largest defect: 5.3e-22 hartree
smallest overlap eigenvalue on k mesh: 0.7872
hopping change, k mesh 8 to 10 per axis: 1.0e-08 hartree
largest grid-check difference: 3.2e-13 hartree
```
